# Texture Damping from Pumped Spin Currents in Metallic Ferromagnets, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. From one spin in a spiral to the damping tensor

**The decision.** Before a domain wall in a metallic strip is simulated, a damping constant must be entered. The simplest choice is one number $\alpha$, taken from the resonance linewidth of a uniformly magnetized film. In a metal, however, a moving texture can drive a spin current, and that current carries angular momentum away. The loss appears as a second damping, of size $\eta/\lambda^2$ for a texture of length $\lambda$. If $\eta/\lambda^2$ is far below $\alpha$, this loss can be ignored. If not, the kind of motion decides, because the second damping is a tensor and some motions do not feel it. These notes find $\eta$, the tensor, and the motions that feel it.

**Conventions.** Atomic units are used in the algebra: $\hbar$, the electron mass and the elementary charge are 1. The unit vector $\mathbf n(\mathbf r,t)$ points along the spin of the majority electrons. The magnetization direction is $\mathbf m=-\mathbf n$, because an electron's moment opposes its spin. A conduction electron has the mean-field Hamiltonian

$$H=\frac{p^2}{2}-\frac{\Delta}{2}\,\boldsymbol\sigma\cdot\mathbf n(\mathbf r,t),$$

with exchange splitting $\Delta>0$. The texture is taken to vary slowly enough for each spin to follow $\pm\mathbf n$. For Fermi speed $v_F$ this requires $v_F/\Delta\ll\lambda$. Spin-orbit coupling enters through two given quantities, the ordinary damping $\alpha$ and a spin-flip rate.

### Simple case: a spiral that opens

Take a spiral along $x$ whose cone angle depends on time,

$$\mathbf n=(\sin\theta\cos qx,\ \sin\theta\sin qx,\ \cos\theta),\qquad \theta=\theta(t).$$

The element of $H$ that turns a down spin up is $-\tfrac{\Delta}{2}\sin\theta\,e^{-iqx}$. It therefore couples a down wave of momentum $k+q$ to an up wave of momentum $k$, and to no other. The spinor keeps the form

$$\psi=e^{ikx}\begin{pmatrix}a\\ b\,e^{iqx}\end{pmatrix},\qquad |a|^2+|b|^2=1,$$

with $k$ constant in time. Its mean velocity is $v=|a|^2k+|b|^2(k+q)=k+q|b|^2$.

A majority spin that follows $\mathbf n$ has $a=\cos(\theta/2)$ and $b=\sin(\theta/2)$, so

$$v=k+q\sin^2\frac{\theta}{2},\qquad \dot v=\frac q2\sin\theta\,\dot\theta .$$

The electron accelerates although no electric field is applied. A minority spin has $|b|^2=\cos^2(\theta/2)$ and the opposite acceleration.

To write this without angles, note that $\partial_t\mathbf n=\dot\theta\,\mathbf e_\theta$, $\partial_x\mathbf n=q\sin\theta\,\mathbf e_\varphi$ and $\mathbf e_\theta\times\mathbf e_\varphi=\mathbf n$. Hence

$$F^\pm=\pm f,\qquad f=\frac12\,\mathbf n\cdot(\partial_t\mathbf n\times\partial_x\mathbf n).$$

**Test on a finite splitting.** The Schrödinger equation was integrated with $k=0.5$, $q=0.3$, $\Delta=40$, while $\theta$ rose smoothly from 0.4 to 2.0 rad in 40 atomic time units. The impulse $\int f\,dt$ is 0.2006. The velocity changed by 0.2001 for the majority spin and by $-0.2001$ for the minority spin.

The gap of 0.0005 can be traced. The two coupled waves differ in kinetic energy by $\epsilon=q(k+q/2)=0.195$. This adds $\epsilon$ to the exchange field component $\Delta\cos\theta$, and to first order $\cos\theta$ becomes $\cos\theta+(\epsilon/\Delta)\sin^2\theta$. Since $v=k+\tfrac q2(1-\cos\theta)$, the majority velocity shifts by $-(q\epsilon/2\Delta)\sin^2\theta$. Between the two end angles this shift changes by $-0.0005$, which accounts for the gap.

### Generalization to any smooth texture

Write $\psi=\chi(\mathbf r,t)\,u(\mathbf r,t)$, where $u$ is the majority spinor

$$u=\begin{pmatrix}\cos(\theta/2)\\ e^{i\varphi}\sin(\theta/2)\end{pmatrix},$$

and $\theta,\varphi$ are now functions of position and time. Define $a_\mu=i\,u^\dagger\partial_\mu u$ for $\mu=t,x,y,z$. The derivatives of $\theta$ cancel in $u^\dagger\partial_\mu u$, which leaves

$$a_\mu=-\sin^2(\theta/2)\,\partial_\mu\varphi .$$

Now project the Schrödinger equation on $u^\dagger$. The time derivative gives $u^\dagger i\partial_t(\chi u)=i\partial_t\chi+a_t\chi$. For the kinetic energy, use $u^\dagger\partial_ju=-ia_j$ and

$$u^\dagger\partial_j^2u=\partial_j(u^\dagger\partial_ju)-|\partial_ju|^2=-i\partial_ja_j-|\partial_ju|^2 .$$

Then, with summation over $j$,

$$-\frac12u^\dagger\partial_j^2(\chi u)=\frac12(-i\partial_j-a_j)^2\chi+\frac12\left(|\partial_ju|^2-a_j^2\right)\chi .$$

The last bracket is $\tfrac14(\partial_j\theta)^2+\left[\sin^2(\theta/2)-\sin^4(\theta/2)\right](\partial_j\varphi)^2=\tfrac14|\partial_j\mathbf n|^2$. The projected equation is

$$i\partial_t\chi=\left[\tfrac12(\mathbf p-\mathbf a)^2-a_t+\tfrac18\textstyle\sum_j|\partial_j\mathbf n|^2-\tfrac\Delta2\right]\chi .$$

This describes a particle of unit charge in a vector potential $\mathbf a$ and a scalar potential $-a_t$. The term in $|\partial_j\mathbf n|^2$ is a potential common to both spins and can be absorbed in the electrochemical potential. Mixing with the other spin band, which the projection leaves out, adds a potential $\mp(\mathbf v\cdot\nabla\mathbf n)^2/(4\Delta)$ of the same order in the gradient. In a static texture the electron density adjusts to these potentials and no current flows. Currents caused by their slow changes in a moving texture are neglected here. The field of $-a_t$ and $\mathbf a$ exerts the force

$$F_i=\partial_ia_t-\partial_ta_i=\frac12\sin\theta\,(\partial_t\theta\,\partial_i\varphi-\partial_t\varphi\,\partial_i\theta),$$

where the mixed second derivatives of $\varphi$ have cancelled. From $\partial_\mu\mathbf n=\partial_\mu\theta\,\mathbf e_\theta+\sin\theta\,\partial_\mu\varphi\,\mathbf e_\varphi$, the right side equals

$$f_i=\frac12\,\mathbf n\cdot(\partial_t\mathbf n\times\partial_i\mathbf n).$$

For the minority spinor $(-e^{-i\varphi}\sin(\theta/2),\cos(\theta/2))$ the potential $a_\mu$ changes sign, so $F_i^\pm=\pm f_i$. Setting $\varphi=qx$ and $\theta=\theta(t)$ recovers the spiral.

There is also a magnetic force $\pm\mathbf v\times(\nabla\times\mathbf a)$. It deflects the currents sideways and corrects them by two further powers of the gradient. It is dropped here, and it vanishes when the texture varies along one direction.

### From force to spin current

Let the two spin channels have conductivities $\sigma_\pm=\tfrac12\sigma(1\pm P)$, where $\sigma$ is the total and $P$ its polarization. If the mean free path is short compared with $\lambda$ and the motion is slow compared with the scattering rate, Ohm's law holds locally:

$$j_i^\pm=\sigma_\pm(\pm f_i-\partial_i\mu_\pm).$$

Here $j_i^\pm$ are particle currents and $\mu_\pm$ are electrochemical potentials, including any electrostatic energy. Each particle carries spin $\pm\tfrac12$ along $\mathbf n$, so the spin current is $Q_i\mathbf n$ with $Q_i=\tfrac12(j_i^+-j_i^-)$.

Suppose first that spin flips are fast enough to hold $\mu_+=\mu_-=\mu$. Two cases are simple.

*Charge flows freely.* If no potential builds up, $\partial_i\mu=0$ and

$$Q_i=\frac12(\sigma_++\sigma_-)f_i=\frac\sigma2f_i .$$

This requires a closed circuit of negligible outside resistance and a drive $f_i$ without divergence.

*Charge is blocked.* In a long open strip along $x$, $j^++j^-=0$. Adding the two laws gives $(\sigma_+-\sigma_-)f=\sigma\,\partial_x\mu$, so $\partial_x\mu=Pf$. Then $j^+=\sigma_+(1-P)f$, and

$$Q=j^+=\frac\sigma2(1-P^2)f .$$

Both cases have the form

$$Q_i=\kappa\,\mathbf n\cdot(\partial_t\mathbf n\times\partial_i\mathbf n),\qquad \kappa_{\rm free}=\frac\sigma4,\qquad \kappa_{\rm blocked}=\frac\sigma4(1-P^2).$$

In the limit $P\to1$ the blocked value vanishes, as it should: with one conducting channel, stopping the charge also stops the spin. In a general two- or three-dimensional sample the potential follows from $\nabla\cdot(\mathbf j^++\mathbf j^-)=0$, and $Q_i$ then depends on the texture elsewhere. The local law with one $\kappa$ belongs to the two cases above.

### From spin current to torque

Let $S$ be the total spin density along $\mathbf n$. A flow $Q_i\mathbf n$ changes it at the rate

$$-\partial_i(Q_i\mathbf n)=-\mathbf n\,\partial_iQ_i-Q_i\,\partial_i\mathbf n .$$

The first part lies along $\mathbf n$. It changes the length of the spin density and is balanced by spin flips. The second is perpendicular to $\mathbf n$, because $\mathbf n^2=1$, and turns the texture:

$$\mathbf T=-Q_i\,\partial_i\mathbf n .$$

**Test on a static spiral.** This step assumes that the electron's spin current is its particle current times $\mathbf n/2$. Take the flat spiral $\theta=\pi/2$, again with $k=0.5$, $q=0.3$, $\Delta=40$, and the exact lower eigenstate, of spin $\mathbf s$. The exchange energy $-\Delta\,\mathbf s\cdot\mathbf n$ exerts the torque $\Delta\,\mathbf n\times\mathbf s$ on the texture. At $x=0$ its $y$ component is $-0.09750$, while $-\tfrac12v\,\partial_x\mathbf n$ gives $-0.09739$. They differ by 0.1 percent, because the spin tilts slightly out of the plane. The tilt gives $v=k+q/2-qs_z$ with $s_z\approx q(k+q/2)/(2\Delta)=0.0024$, and $qs_z/v$ is 0.1 percent. The difference vanishes as $1/\Delta$.

### The tensor

Define $\mathbf w_i=\mathbf n\times\partial_i\mathbf n$. Cyclic permutation and one exchange of factors give

$$\mathbf n\cdot(\partial_t\mathbf n\times\partial_i\mathbf n)=-\mathbf w_i\cdot\partial_t\mathbf n,$$

so $\mathbf T=\kappa\sum_i\partial_i\mathbf n\,(\mathbf w_i\cdot\partial_t\mathbf n)$. Since $\partial_i\mathbf n$ is perpendicular to $\mathbf n$, $\mathbf n\times\mathbf w_i=-\partial_i\mathbf n$. Substituting,

$$\mathbf T=-S\,\mathbf n\times(\mathsf D\cdot\partial_t\mathbf n),\qquad \mathsf D=\eta\sum_i\mathbf w_i\mathbf w_i^{\mathsf T},\qquad \eta=\frac\kappa S .$$

This is the additional damping tensor, quadratic in the gradients of the magnetization.

A spin with energy $\mathbf b\cdot\mathbf S$ obeys $\dot{\mathbf S}=\mathbf b\times\mathbf S$. With $\mathbf g=\delta E/\delta\mathbf n$ for the magnetic energy $E$, the equation of motion is therefore

$$S\,\partial_t\mathbf n=\mathbf g\times\mathbf n-\alpha S\,\mathbf n\times\partial_t\mathbf n-S\,\mathbf n\times(\mathsf D\cdot\partial_t\mathbf n).$$

Putting $\mathbf n=-\mathbf m$ leaves $\mathsf D$ unchanged and turns both damping terms into the familiar $+\mathbf m\times(\dots)$.

**Energy limit.** Take $\mathbf n\times$ this equation. With $\mathbf g_\perp$ the part of $\mathbf g$ perpendicular to $\mathbf n$,

$$S\,\mathbf n\times\partial_t\mathbf n=\mathbf g_\perp+\alpha S\,\partial_t\mathbf n+S\,\mathsf D\cdot\partial_t\mathbf n .$$

The scalar product with $\partial_t\mathbf n$ removes the left side and leaves

$$\mathbf g\cdot\partial_t\mathbf n=-\alpha S|\partial_t\mathbf n|^2-\kappa\sum_i(\mathbf w_i\cdot\partial_t\mathbf n)^2 .$$

The last term is $-4\kappa\sum_if_i^2$. For free flow this is $-\sigma\sum_if_i^2$, minus the Joule heat $\sum_i(\sigma_++\sigma_-)f_i^2$. For blocked flow the heat is $Q^2(1/\sigma_++1/\sigma_-)=4\kappa f^2$, again in agreement. The texture pays for the heat of the currents it drives.

**Uniform limit.** A small oscillation of amplitude $\varepsilon$ about a uniform state has $\mathsf D\sim\varepsilon^2$ and a texture torque of order $\varepsilon^3$. The linear resonance linewidth of a uniform film therefore contains no $\eta$, and fitting $\alpha$ to it cannot reveal this term.

## Part 2. Finite spin diffusion, a domain wall, and numbers

**Taken from Part 1.** The vector $\mathbf n$ is the majority spin direction, $S$ the spin density, $\sigma_\pm$ the channel conductivities with sum $\sigma$ and polarization $P$, and $\alpha$ the ordinary damping. A moving texture pushes the two spins with forces $\pm f_i$, where $2f_i=\mathbf n\cdot(\partial_t\mathbf n\times\partial_i\mathbf n)$. When spin flips are fast, the spin current is $Q_i=2\kappa f_i$, with $\kappa=\tfrac14\sigma(1-P^2)$ in a strip that blocks charge. The damping tensor is $\mathsf D=\eta\sum_i\mathbf w_i\mathbf w_i^{\mathsf T}$, with $\mathbf w_i=\mathbf n\times\partial_i\mathbf n$ and $\eta=\kappa/S$. With $\mathbf g=\delta E/\delta\mathbf n$,

$$S\,\mathbf n\times\partial_t\mathbf n=\mathbf g_\perp+\alpha S\,\partial_t\mathbf n+S\,\mathsf D\cdot\partial_t\mathbf n .\tag{1}$$

### Removing the assumption of fast spin flips

Stay with a strip along $x$ that blocks charge, so that $j^-=-j^+$ and $Q=j^+$. Let $\mu_s=\mu_+-\mu_-$ be the spin accumulation. Dividing each Ohm's law by its conductivity and subtracting gives

$$Q\left(\frac1{\sigma_+}+\frac1{\sigma_-}\right)=2f-\partial_x\mu_s .$$

The bracket equals $\sigma/(\sigma_+\sigma_-)=1/\kappa$, so $Q=\kappa(2f-\partial_x\mu_s)$. Spin flips remove majority particles at a rate proportional to $\mu_s$, written as

$$\partial_xQ=-\frac{\kappa}{l^2}\mu_s .$$

Without a drive these two equations give $\partial_x^2\mu_s=\mu_s/l^2$, so $l$ is the spin-diffusion length. With the drive, insert $\mu_s=-(l^2/\kappa)\,\partial_xQ$ in the first:

$$(1-l^2\partial_x^2)\,Q=2\kappa f .$$

In an unbounded strip the solution is

$$Q(x)=\int\frac{e^{-|x-x'|/l}}{2l}\,2\kappa f(x')\,dx' .$$

The damping is now nonlocal in the strict sense: motion at $x'$ produces a torque at $x$, and $\mathbf w(x)\mathbf w(x)^{\mathsf T}$ becomes $\mathbf w(x)\mathbf w(x')^{\mathsf T}$ times the exponential kernel. For $l\ll\lambda$ the kernel acts as a delta function and $\mathsf D$ returns.

The energy balance survives. Using $2f=Q/\kappa+\partial_x\mu_s$ and integrating by parts,

$$\int2fQ\,dx=\int\left(\frac{Q^2}{\kappa}+\frac{\kappa\mu_s^2}{l^2}\right)dx .$$

The terms on the right are Joule heat and spin-flip heat. Neither is negative, so the kernel also damps.

A moving texture drives a spin current that damps it through the tensor $\mathsf D$, or through a nonlocal kernel when the spin-diffusion length is not short compared with the texture. It remains to find which motions of a domain wall feel this damping, and how large it is in a metallic strip.
